# Nearest-impurity exclusion between Brooks-Herring and Conwell-Weisskopf scattering: verification in Python

```python
"""Exclusion of all but the smallest-impact-parameter impurity in a segment.

Result under test: P(b) = exp(-pi N a b^2), a = (2 pi N)^(-1/3), and
W_R = (v/a) [1 - exp(-a W_BH/v)], with its momentum-relaxation counterpart.
N: charged-impurity density; n: electron density; b: impact parameter;
L: screening length; E: energy; k: wave number; v: speed;
K = e^2/(8 pi eps E); s = 1/(4 k^2 L^2); Lambda = pi N a K^2;
G = momentum cross-section / (2 pi K^2). BH: Brooks-Herring;
CW: Conwell-Weisskopf with cutoff N^(-1/3)/2; R: Ridley exclusion.
Internal units are nm, eV and s. Material parameters are rough GaAs values.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import exp1, spherical_jn, spherical_yn

# Rough GaAs inputs
temperature = 77.0
mass_ratio = 0.067
kappa_static, kappa_high = 12.9, 10.9
phonon_energy = 0.036
deformation_eV, elastic_Pa, gap_eV = 8.0, 1.4e11, 1.5
donors, acceptors = 2e-6, 1e-6       # nm^-3; 1e-6 nm^-3 = 1e15 cm^-3
N = donors + acceptors
n = donors - acceptors

charge, hbar = const.e, const.hbar
mass = mass_ratio * const.m_e
kT = const.k * temperature / charge
coulomb = charge / (4*np.pi*const.epsilon_0*kappa_static) * 1e9
kinetic = hbar**2 / (2*mass*charge) * 1e18


def segment_length(density):
    return (2*np.pi*density)**(-1/3)


def debye_length(electron_density):
    return np.sqrt(kT/(4*np.pi*coulomb*electron_density))


def speed(energy):
    return np.sqrt(2*energy*charge/mass)*1e9


def screening_parameter(energy, length):
    return kinetic/(4*energy*length**2)


nodes, weights = np.polynomial.legendre.leggauss(140)
unit_nodes, unit_weights = (nodes+1)/2, weights/2


def transport_factor(Lambda, s):
    """Quadrature of G; Lambda=0 gives BH."""
    Lambda, s = np.broadcast_arrays(np.atleast_1d(Lambda), np.atleast_1d(s))
    span = np.log1p(1/s)
    w = span[:, None]*unit_nodes
    values = (1-s[:, None]*np.exp(w)/(1+s[:, None])) * np.exp(
        -Lambda[:, None]*np.expm1(w)/(1+s[:, None]))
    return span*(values @ unit_weights)


def closed_factor(Lambda, s):
    y0, y1 = 1/(1+s), 1/s
    return (math.exp(Lambda*y0)*(exp1(Lambda*y0)-exp1(Lambda*y1))
            + s/Lambda*math.expm1(-Lambda*(y1-y0)))


def relaxation_time(energy, density, electrons, model, a=None):
    energy = np.atleast_1d(energy)
    a = segment_length(density) if a is None else a
    K = coulomb/(2*energy)
    s = screening_parameter(energy, debye_length(electrons))
    if model == "CW":
        G = np.log1p((density**(-1/3)/2/K)**2)
    elif model == "BH":
        G = transport_factor(0.0, s)
    else:
        G = transport_factor(np.pi*density*a*K**2, s)
    return 1/(density*speed(energy)*2*np.pi*K**2*G)


def mean_time(density, electrons, model, a=None):
    t = 7*unit_nodes
    tau = relaxation_time(kT*t**2, density, electrons, model, a)
    return 8/(3*np.sqrt(np.pi))*7*np.sum(
        unit_weights*t**4*np.exp(-t**2)*tau)


def mobility(density, electrons, model, a=None):
    return charge/mass*mean_time(density, electrons, model, a)*1e4


# State used for the energy-resolved example
E = 3*kT
L, a = debye_length(n), segment_length(N)
k, v, K = np.sqrt(E/kinetic), speed(E), coulomb/(2*E)
s, Lambda = screening_parameter(E, L), np.pi*N*a*K**2
sigma = np.pi*K**2/(s*(1+s))
eta = N*a*sigma
b_limit = np.sqrt(sigma/np.pi)
W_BH = N*v*sigma
W_R = v/a*(-np.expm1(-a*W_BH/v))
G_BH = math.log1p(1/s)-1/(1+s)
G_R = closed_factor(Lambda, s)
G_CW = math.log1p((N**(-1/3)/2/K)**2)
G_unscreened = math.exp(Lambda)*exp1(Lambda)

# Most probable neighbour distance from a finite random collection
count = 1_000_000
sphere_radius = (3*count/(4*np.pi*N))**(1/3)


def survival(r):
    return math.exp(count*math.log1p(-(r/sphere_radius)**3))


def neighbour_density(r):
    step = 1e-3*a
    return (survival(r-step)-survival(r+step))/(2*step)


mode = minimize_scalar(lambda r: -neighbour_density(r),
                       bounds=(0.2*a, 2*a), method="bounded",
                       options={"xatol": 1e-5*a}).x
assert abs(mode/a-1) < 2e-3

# Random impurities in a long square tube, cut into segments
rng = np.random.default_rng(4721)
segments = 1_000_000
points = rng.poisson(N*segments*a*(2*b_limit)**2)
z = rng.random(points)*segments*a
index = np.minimum((z/a).astype(int), segments-1)
radius2 = np.sum(((2*rng.random((points, 2))-1)*b_limit)**2, axis=1)
nearest2 = np.full(segments, np.inf)
np.minimum.at(nearest2, index, radius2)
b_probe = 25.0
empty_sample = np.mean(nearest2 > b_probe**2)
empty_formula = math.exp(-np.pi*N*a*b_probe**2)
hit = nearest2 < b_limit**2
hit_sample = np.mean(hit)
for measured, expected in ((empty_sample, empty_formula),
                           (hit_sample, -math.expm1(-eta))):
    error = math.sqrt(expected*(1-expected)/segments)
    assert abs(measured-expected) < 5*error
transfer = np.zeros(segments)
transfer[hit] = 2*(1/(nearest2[hit]/K**2+1/(1+s))-s)
transfer_error = np.std(transfer)/math.sqrt(segments)
transfer_formula = N*a*2*np.pi*K**2*G_R
assert abs(np.mean(transfer)-transfer_formula) < 5*transfer_error

# Born amplitude from the potential, independently of its closed form
for angle in (0.15, 0.8, 2.0):
    q = 2*k*math.sin(angle/2)
    transform = quad(lambda r: math.exp(-r/L)*math.sin(q*r), 0, 30*L,
                     limit=500, epsabs=1e-9)[0]
    amplitude = coulomb/kinetic*transform/q
    formula = (K/2)**2/(math.sin(angle/2)**2+s)**2
    assert abs(amplitude**2/formula-1) < 1e-5


# Angular definitions of total and momentum-relaxation cross-sections
def ring(angle):
    return 2*np.pi*math.sin(angle)*(K/2)**2/(math.sin(angle/2)**2+s)**2


def exclusion(angle):
    larger_angles = quad(ring, angle, np.pi, limit=200, epsrel=1e-8)[0]
    return math.exp(-N*a*larger_angles)


total_R = quad(lambda q: ring(q)*exclusion(q), 0, np.pi,
               limit=200, epsrel=1e-7)[0]
momentum_R = quad(lambda q: ring(q)*exclusion(q)*(1-math.cos(q)),
                  0, np.pi, limit=200, epsrel=1e-7)[0]
assert abs(N*v*total_R/W_R-1) < 1e-5
assert abs(momentum_R/(2*np.pi*K**2*G_R)-1) < 1e-5
for trial_E in (0.5*kT, kT, E, 8*kT):
    trial_s = screening_parameter(trial_E, L)
    trial_Lambda = np.pi*N*a*(coulomb/(2*trial_E))**2
    numerical = transport_factor(trial_Lambda, trial_s)[0]
    assert abs(numerical/closed_factor(trial_Lambda, trial_s)-1) < 1e-7

# Smooth exclusion cutoff in the unscreened weak-deflection limit
small_K = 1e-4*N**(-1/3)
log_integral = quad(
    lambda y: 2*math.exp(2*y)/(small_K**2+math.exp(2*y))
    * math.exp(-np.pi*N*a*math.exp(2*y)),
    math.log(small_K)-12, math.log(N**(-1/3))+3,
    limit=300, epsabs=1e-9)[0]
cutoff_numeric = small_K*math.exp(log_integral/2)*N**(1/3)
cutoff_formula = math.sqrt(math.exp(-np.euler_gamma)/(np.pi*N*a))*N**(1/3)
assert abs(cutoff_numeric/cutoff_formula-1) < 1e-4

# Limits at fixed impurity density and bounds between them
screening_table = []
for length in (5.0, 20.0, L, 300.0, 3000.0):
    local_s = screening_parameter(E, length)
    bare = transport_factor(0.0, local_s)[0]
    excluded = transport_factor(Lambda, local_s)[0]
    assert excluded <= min(bare, G_unscreened)*(1+1e-8)
    screening_table.append((length, bare, excluded))
assert abs(screening_table[0][2]/screening_table[0][1]-1) < 0.01
assert abs(screening_table[-1][2]/G_unscreened-1) < 0.01


# Classical deflection by a repulsive screened Coulomb potential
def deflection(b, length):
    def radial(u):
        return 1-(b*u)**2-2*K*u*math.exp(-1/(u*length))
    u_max = brentq(radial, 1e-12/b, 1/b, xtol=1e-15)
    integral = quad(lambda t: 2*u_max*t/math.sqrt(
        max(radial(u_max*(1-t*t)), 1e-30)), 1e-5, 1, limit=200)[0]
    # The omitted interval is linear in its small width.
    edge = 1e-5
    integral += 2*u_max*edge**2/math.sqrt(radial(u_max*(1-edge**2)))
    return np.pi-2*b*integral


for b in (3.0, 12.0, 30.0):
    assert abs(deflection(b, math.inf)-2*math.atan(K/b)) < 1e-5
b_compare = 30.0
classical_angle = math.degrees(deflection(b_compare, L))
x_assigned = 1/((b_compare/K)**2+1/(1+s))-s
assigned_angle = math.degrees(2*math.asin(math.sqrt(x_assigned)))


# Partial waves: weak potential tests BH; actual potential sizes Born error
def partial_wave_cross_sections(strengths):
    l = np.arange(132)
    centrifugal = l*(l+1)
    strengths = np.asarray(strengths)[:, None]
    h, kL = 0.02, k*L
    steps = int(14*kL/h)

    def numerov_term(step):
        rho = step*h
        return h*h/12*(centrifugal/rho**2
                       + 2*strengths*math.exp(-rho/kL)/rho-1)

    inverse = np.zeros((len(strengths), len(l)))
    for step in range(1, steps+1):
        T = numerov_term(step)
        ratio = (2+10*T)/(1-T)-inverse
        # A wall deep below the centrifugal barrier starts each wave.
        inverse = np.where(step > l, 1/ratio, 0)
    g = ratio*(1-T)/(1-numerov_term(steps+1))
    r1, r2 = steps*h, (steps+1)*h
    j1, j2 = r1*spherical_jn(l, r1), r2*spherical_jn(l, r2)
    y1, y2 = r1*spherical_yn(l, r1), r2*spherical_yn(l, r2)
    phase = np.arctan((j2-g*j1)/(y2-g*y1))
    return 4*np.pi*np.sum((l[:-1]+1)*np.sin(
        phase[:, :-1]-phase[:, 1:])**2, axis=1)/k**2


sommerfeld = k*K
weak = 0.02
waves = partial_wave_cross_sections([-weak, weak, -sommerfeld, sommerfeld])
weak_born = 2*np.pi*weak**2*G_BH/k**2
assert abs(np.mean(waves[:2])/weak_born-1) < 5e-3
born = 2*np.pi*K**2*G_BH
donor_ratio, acceptor_ratio = waves[2:]/born
mixed_ratio = (donors*donor_ratio+acceptors*acceptor_ratio)/N

# Mobility average checked in three velocity dimensions
h_nodes, h_weights = np.polynomial.hermite.hermgauss(24)
vx, vy, vz = np.meshgrid(h_nodes, h_nodes, h_nodes, indexing="ij")
weight3 = (h_weights[:, None, None]*h_weights[None, :, None]
           * h_weights[None, None, :]).ravel()
reduced_energy = (vx**2+vy**2+vz**2).ravel()
tau3 = relaxation_time(kT*reduced_energy, N, n, "R")
mean3 = 2*np.sum(weight3*vx.ravel()**2*tau3)/np.pi**1.5
assert abs(mean3/mean_time(N, n, "R")-1) < 2e-3
mu = {model: mobility(N, n, model) for model in ("BH", "CW", "R")}

density_table = []
for density in (1e-8, 1e-7, 1e-6, 1e-5):
    local_s = screening_parameter(E, debye_length(density))
    local_eta = (density*segment_length(density)*np.pi*K**2
                 / (local_s*(1+local_s)))
    density_table.append((density, local_eta,
                          *(mobility(density, density, model)
                            for model in ("BH", "CW", "R"))))
assert abs(density_table[0][1]/density_table[-1][1]/10-1) < 0.05

# Sizes of neglected effects
band_density = 2*(kT/(4*np.pi*kinetic))**1.5
fugacity = float(mp.findroot(
    lambda z: -mp.polylog(1.5, -z)-n/band_density, n/band_density))
degeneracy_ratio = math.sqrt(float(
    mp.polylog(1.5, -fugacity)/mp.polylog(0.5, -fugacity)))
rydberg = coulomb**2/(4*kinetic)
ionization = band_density/2*math.exp(-rydberg/kT)
free = brentq(lambda c: c*(c+acceptors)
              - ionization*(donors-acceptors-c), 0, n)
neutral = donors-acceptors-free
screening_density = free+neutral*(acceptors+free)/donors
mu_freeze = mobility(N-neutral, screening_density, "R")
mean_neighbour = math.gamma(4/3)*(4*np.pi*N/3)**(-1/3)
occupation = 1/math.expm1(phonon_energy/kT)
inverse_eps = (1/kappa_high-1/kappa_static)/const.epsilon_0
polar_rate = (charge**2*(phonon_energy*charge/hbar)*inverse_eps
              / (2*np.pi*hbar*(v*1e-9))*occupation
              * math.asinh(math.sqrt(E/phonon_energy)))
acoustic_rate = ((deformation_eV*charge)**2*kT*charge*mass**1.5
                 * math.sqrt(2*E*charge)/(np.pi*hbar**4*elastic_Pa))
momentum_rate = 1/relaxation_time(E, N, n, "R")[0]

print(f"T {temperature:.0f} K; m*/m0 {mass_ratio:.3f}; eps {kappa_static:.1f}")
print(f"N_D {donors*1e21:.2e}, N_A {acceptors*1e21:.2e} cm^-3")
print(f"N {N*1e21:.2e}, n {n*1e21:.2e} cm^-3")
print(f"kT {kT*1e3:.3f} meV; E=3kT {E*1e3:.3f} meV")
print(f"k {k:.4f} nm^-1; v {v*1e-7:.3e} cm/s")
print(f"a {a:.3f} nm; numerical neighbour mode {mode:.3f} nm")
print(f"L {L:.3f} nm; K {K:.4f} nm; b_limit {b_limit:.3f} nm")
print(f"s {s:.6f}; Lambda {Lambda:.6f}; eta {eta:.4f}")
print(f"k*a {k*a:.3f}; k*L {k*L:.3f} (dimensionless)")
print(f"P(b={b_probe:.0f} nm): sample {empty_sample:.5f}, "
      f"formula {empty_formula:.5f}")
print(f"Scattering fraction: sample {hit_sample:.5f}, "
      f"formula {-math.expm1(-eta):.5f}")
print(f"Mean 1-cos(theta): sample {np.mean(transfer):.6f}, "
      f"formula {transfer_formula:.6f}")
print(f"BH total rate {W_BH:.4e} s^-1")
print(f"R total rate {W_R:.4e} s^-1; ceiling v/a {v/a:.4e} s^-1")
print(f"G: BH {G_BH:.4f}, CW {G_CW:.4f}, R {G_R:.4f}")
print(f"G unscreened exclusion {G_unscreened:.4f}")
print(f"Exclusion cutoff*N^(1/3) {cutoff_formula:.5f}; CW 1/2")
print(f"R momentum relaxation rate {momentum_rate:.4e} s^-1")
for model in ("BH", "CW", "R"):
    print(f"{model} impurity mobility {mu[model]:.0f} cm^2/(V s)")
print("Fixed N, E=3kT: L(nm), G_BH, G_R")
for row in screening_table:
    print(f"{row[0]:.1f}  {row[1]:.4f}  {row[2]:.4f}")
print("n=N: N(cm^-3), eta at 3kT, mu BH/CW/R (cm^2/(V s))")
for density, ratio, bh, cw, ridley in density_table:
    print(f"{density*1e21:.1e} {ratio:.3f} {bh:.0f} {cw:.0f} {ridley:.0f}")
print(f"Partial-wave/Born: donor {donor_ratio:.4f}, "
      f"acceptor {acceptor_ratio:.4f}")
print(f"Partial-wave/Born: impurity mix {mixed_ratio:.4f}")
print(f"Angle at b={b_compare:.0f} nm: assigned {assigned_angle:.3f}, "
      f"classical {classical_angle:.3f} deg")
for label, alternative in (("mean neighbour", mean_neighbour),
                           ("N^(-1/3)", N**(-1/3))):
    print(f"a={label}: {alternative:.3f} nm, "
          f"R mobility {mobility(N, n, 'R', alternative):.0f} cm^2/(V s)")
print(f"Fermi/Debye screening-length ratio {degeneracy_ratio:.5f}")
print(f"Hydrogenic binding {rydberg*1e3:.3f} meV; "
      f"carrier freeze-out {100*neutral/n:.2f} %")
print(f"R mobility with freeze-out {mu_freeze:.0f} cm^2/(V s)")
print(f"Nonparabolicity E(1-m*/m0)^2/Eg "
      f"{100*E*(1-mass_ratio)**2/gap_eV:.3f} %")
print(f"Polar phonon absorption rate {polar_rate:.4e} s^-1")
print(f"Acoustic phonon rate {acoustic_rate:.4e} s^-1")
print(f"Phonon/R impurity rate "
      f"{100*(polar_rate+acoustic_rate)/momentum_rate:.2f} %")
print("no test failed")
```

It prints:

```
T 77 K; m*/m0 0.067; eps 12.9
N_D 2.00e+15, N_A 1.00e+15 cm^-3
N 3.00e+15, n 1.00e+15 cm^-3
kT 6.635 meV; E=3kT 19.906 meV
k 0.1871 nm^-1; v 3.233e+07 cm/s
a 37.575 nm; numerical neighbour mode 37.575 nm
L 68.777 nm; K 2.8038 nm; b_limit 72.105 nm
s 0.001510; Lambda 0.002784; eta 1.8412
k*a 7.030; k*L 12.868 (dimensionless)
P(b=25 nm): sample 0.80105, formula 0.80145
Scattering fraction: sample 0.84060, formula 0.84137
Mean 1-cos(theta): sample 0.026892, formula 0.026773
BH total rate 1.5841e+13 s^-1
R total rate 7.2388e+12 s^-1; ceiling v/a 8.6036e+12 s^-1
G: BH 5.4988, CW 5.0362, R 4.8085
G unscreened exclusion 5.3242
Exclusion cutoff*N^(1/3) 0.57427; CW 1/2
R momentum relaxation rate 2.3035e+11 s^-1
BH impurity mobility 84960 cm^2/(V s)
CW impurity mobility 93586 cm^2/(V s)
R impurity mobility 98121 cm^2/(V s)
Fixed N, E=3kT: L(nm), G_BH, G_R
5.0  0.7264  0.7250
20.0  3.0607  2.9957
68.8  5.4988  4.8085
300.0  8.4418  5.2958
3000.0  13.0468  5.3240
n=N: N(cm^-3), eta at 3kT, mu BH/CW/R (cm^2/(V s))
1.0e+13 4.115 13959023 15849659 15858210
1.0e+14 1.910 1803290 1918924 1991727
1.0e+15 0.885 254879 243924 275521
1.0e+16 0.405 43408 33718 46290
Partial-wave/Born: donor 0.9671, acceptor 0.8553
Partial-wave/Born: impurity mix 0.9298
Angle at b=30 nm: assigned 9.701, classical 8.888 deg
a=mean neighbour: 38.409 nm, R mobility 98369 cm^2/(V s)
a=N^(-1/3): 69.336 nm, R mobility 106750 cm^2/(V s)
Fermi/Debye screening-length ratio 1.00312
Hydrogenic binding 5.478 meV; carrier freeze-out 13.10 %
R mobility with freeze-out 102172 cm^2/(V s)
Nonparabolicity E(1-m*/m0)^2/Eg 1.155 %
Polar phonon absorption rate 3.2036e+10 s^-1
Acoustic phonon rate 3.8663e+10 s^-1
Phonon/R impurity rate 30.69 %
no test failed
```
